# Wavefront Return and the Usable Time of a Finite Tight-Binding Ring

## Problem

Electrons excited by an implanted ion can be simulated by following them in real time inside a finite, periodic cell. What leaves the cell on one side enters it again on the other. The simplest model of this is a ring of \(N=100\) equal sites with one orbital each and the Hamiltonian

\[
H=-\gamma\sum_{j=0}^{N-1}\Big(|j+1\rangle\langle j|+|j\rangle\langle j+1|\Big),\qquad |N\rangle\equiv|0\rangle,\qquad \gamma=1\ \text{eV}.
\]

At \(t=0\) one electron is placed on site 0. There is no other electron, no lattice vibration and no disorder.

1. Show that the fastest wavefront returns to site 0 after about 33 fs.
2. Find the amplitude on every site, and separate the part due to the finite ring from the part an infinite chain would give.
3. Show that the finite-ring part at site 0 is small well before the return, with a bound.
4. At the first return, when does the returning amplitude peak, how high is the peak, and does the electron as a whole come back?
5. Until when can the ring replace an infinite chain at a distance of \(d\) sites from the origin? How many sites suffice for a run of 100 fs if the amplitude at the origin may be wrong by at most 0.01?

## Hints

**Hint 1.** A state on one site contains all wave numbers with equal weight. Which of them travels fastest?

**Hint 2.** Expand \(e^{iz\cos k}\) in a Fourier series in \(k\). The coefficients are Bessel functions, defined for integer \(n\) by

\[
J_n(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{i(z\sin\theta-n\theta)}\,d\theta .
\]

The sum over the allowed wave numbers of the ring then selects certain orders \(n\).

**Hint 3.** The integrand is analytic and has period \(2\pi\), so the path of integration may be moved into the complex plane.

**Hint 4.** Near the arrival of the front, the linear term of the phase almost vanishes and the quadratic term is absent. Keep the cubic term.

## Solution

### 1. The speed of the front

Take \(|k\rangle=N^{-1/2}\sum_j e^{ikj}|j\rangle\) with \(k=2\pi n/N\), so that the wave closes on itself. The coefficient of \(H|k\rangle\) on site \(j\) comes from its two neighbours:

\[
-\frac{\gamma}{\sqrt N}\left(e^{ik(j-1)}+e^{ik(j+1)}\right)=-2\gamma\cos k\;\frac{e^{ikj}}{\sqrt N}.
\]

Hence \(E(k)=-2\gamma\cos k\), and a packet centred at \(k\) moves with the group velocity

\[
v(k)=\frac1\hbar\frac{dE}{dk}=\frac{2\gamma}{\hbar}\sin k
\]

in sites per unit time. Its magnitude is largest at \(k=\pm\pi/2\), where it equals \(2\gamma/\hbar\). The initial state has weight \(|\langle k|0\rangle|^2=1/N\) on every \(k\), so these fastest waves are present and run off in both directions. Each must cover \(N\) sites to come back:

\[
T=\frac{N\hbar}{2\gamma}=\frac{100\times0.65821\ \text{eV fs}}{2\times1\ \text{eV}}=32.91\ \text{fs}.
\]

This is the stated 33 fs. The time grows in proportion to the length of the ring and falls as the hopping rises. It is the arrival time of a classical front; the wave has a finite width about it, which parts 3 and 4 determine.

### 2. The amplitude as a sum over turns

Let \(z=2\gamma t/\hbar\), the distance in sites that the front has covered. Since \(-iE(k)t/\hbar=iz\cos k\), the amplitude on site \(d\) is

\[
\psi_d(t)=\langle d|e^{-iHt/\hbar}|0\rangle=\frac1N\sum_k e^{ikd}e^{iz\cos k}.
\]

Write \(e^{iz\cos k}=\sum_n c_n e^{ink}\). The coefficients follow from the substitution \(k=\theta-\pi/2\), for which \(\cos k=\sin\theta\) and \(e^{-ink}=i^n e^{-in\theta}\):

\[
c_n=\frac1{2\pi}\int_{-\pi}^{\pi}e^{iz\cos k-ink}\,dk=i^nJ_n(z).
\]

Because \(\cos k\) is even, \(c_{-n}=c_n\). Inserting the series gives

\[
\psi_d=\sum_n c_n\,\frac1N\sum_k e^{ik(d+n)} .
\]

The inner average is 1 if \(d+n\) is a multiple of \(N\) and 0 otherwise. So \(n=-(d+mN)\) with integer \(m\), and with \(c_{-n}=c_n\)

\[
\psi_d(t)=\sum_{m=-\infty}^{\infty} i^{\,d+mN}J_{d+mN}(z).
\]

On an infinite chain the average over \(k\) becomes \(\frac1{2\pi}\int dk\), which leaves the single term \(i^dJ_d(z)\). The terms with \(m\neq0\) are therefore the finite-ring error, and \(m\) counts turns round the ring. At the origin, with \(N=100\) and \(i^{100}=1\),

\[
\psi_0(t)=J_0(z)+2J_{100}(z)+2J_{200}(z)+\dots
\]

The factor 2 is the sum of the two directions of travel.

### 3. Before the front arrives

In the integral for \(J_n\) with \(n>0\), put \(\theta=u-i\kappa\) with \(\kappa>0\) and \(u\) real. The two vertical sides of the shifted contour cancel because the integrand has period \(2\pi\). The exponent becomes

\[
iz\sin(u-i\kappa)-in(u-i\kappa)=iz\sin u\cosh\kappa+z\cos u\sinh\kappa-inu-n\kappa .
\]

Imaginary terms do not affect the modulus, and \(\cos u\le1\), so

\[
|J_n(z)|\le e^{-n\kappa+z\sinh\kappa}.
\]

For \(n=N\) and \(z<N\), the exponent is smallest where its derivative \(-N+z\cosh\kappa\) vanishes, that is at \(\cosh\kappa=N/z\). Then \(z\sinh\kappa=N\tanh\kappa\). Using this same \(\kappa\) for all orders \(mN\) and summing the geometric series, we find

\[
|\psi_0-J_0|\le2\sum_{m\ge1}e^{-mN\kappa+N\tanh\kappa}
=\frac{2\,e^{-N(\kappa-\tanh\kappa)}}{1-e^{-N\kappa}} .
\]

Since \(\kappa>\tanh\kappa\), the error is exponentially small in \(N\) at any fixed ratio \(z/N<1\). Diagonalizing the 100-site ring and a chain long enough to count as infinite gives the actual error. At 25 fs it is \(3.5\times10^{-7}\), against a bound of \(7.1\times10^{-6}\); at 30 fs it is 0.0092, against 0.15. The bound is larger mainly because it replaces \(\cos u\) by 1 along the whole contour, although the modulus of the integrand falls off quickly away from \(u=0\).

The front thus has a foot that arrives before \(T\). The amplitude error passes 0.01 at 30.07 fs, nearly 3 fs before the nominal return.

### 4. The returning peak

Near \(z=N\) the phase of the integrand of \(J_N\) is, for small \(\theta\),

\[
z\sin\theta-N\theta\simeq(z-N)\theta-\frac{N}{6}\theta^3 ,
\]

where \(z\) has been replaced by \(N\) in the cubic term. The point \(\theta=0\) is \(k=-\pi/2\), one of the two fastest waves. Now set

\[
z=N+x\left(\frac N2\right)^{1/3},\qquad \theta=\left(\frac2N\right)^{1/3}s .
\]

The linear term becomes \(xs\) and the cubic term \(-s^3/3\). For large \(N\) and \(x\) of order one, the limits of \(s\) may be taken to infinity:

\[
J_N(z)\simeq\left(\frac2N\right)^{1/3}\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(xs-s^3/3)}ds=\left(\frac2N\right)^{1/3}\mathrm{Ai}(-x).
\]

The last step uses \(\mathrm{Ai}(y)=\frac1{2\pi}\int e^{i(s^3/3+ys)}ds\) after \(s\to-s\). The highest maximum of \(\mathrm{Ai}(-x)\) is 0.5357, at \(x=1.0188\). For \(N=100\) the peak lies at

\[
z=100+1.0188\times50^{1/3}=103.75,\qquad t=\frac{103.75}{3.0385\ \text{fs}^{-1}}=34.15\ \text{fs},
\]

and the height of the returning amplitude is

\[
2\left(\frac{2}{100}\right)^{1/3}\times0.5357=0.291 .
\]

The diagonalized ring gives 34.15 fs and 0.2886, so the leading-order height is 0.8% above the ring's value. At \(T\) itself the returning amplitude has reached 0.668 of its peak.

What a detector on site 0 would register also contains the direct term \(J_0\). For large \(z\) its integral comes from the stationary points \(\theta=\pm\pi/2\), where the phase is \(\pm(z-z\delta^2/2)\) at a small distance \(\delta\). Each Gaussian integral gives \(\sqrt{2\pi/z}\,e^{\mp i\pi/4}\), so

\[
J_0(z)\simeq\frac1{2\pi}\sqrt{\frac{2\pi}{z}}\;2\cos\!\left(z-\frac\pi4\right)=\sqrt{\frac{2}{\pi z}}\cos\!\left(z-\frac\pi4\right).
\]

These points are \(k=0\) and \(k=\pi\), the band edges, where the group velocity is zero. The direct term is the slow part of the electron that has stayed near the origin, and its sign alternates.

At the returning peak the two parts oppose each other: \(0.2886-0.0602=0.2284\), a probability of 0.052. The infinite chain would give 0.0036, about fourteen times less. Slightly earlier they add. At 33.47 fs, \(z=101.70\) and the formula gives \(J_0\simeq+0.073\); the probability on site 0 is then 0.106, its largest value between 30 and 38 fs. The largest probability therefore comes before the peak of the returning amplitude.

Even then, 89% of the probability is on other sites. The front returns, but the electron as a whole does not, because its other wave components travel more slowly. On larger rings the returning probability falls as \(N^{-2/3}\), while the direct probability falls as \(1/N\) apart from its oscillation. The return weakens, yet it stands out more strongly from the infinite-chain signal.

### 5. How long the ring is usable

On site \(d\), with \(0\le d\le N/2\), the direct term has order \(d\). The wrapped term that arrives first has \(m=-1\) and order \(N-d\) in magnitude. Its front arrives when \(z=N-d\):

\[
t_d=\frac{(N-d)\hbar}{2\gamma}.
\]

The nominal front time is thus latest at the origin. The error can pass a given limit slightly later on site 1, where the waves from the two directions have opposite signs and partly cancel: it exceeds 0.01 at 30.7 fs there, against 30.1 fs at the origin. The opposite site, \(d=50\), is reached at \(T/2=16.46\) fs. There the terms \(m=0\) and \(m=-1\) are \(c_{50}\) and \(c_{-50}\), which are equal, so the amplitude is doubled and the probability is four times that of the infinite chain. The computed ratio at \(T/2\) is 4.0000. A quantity that depends on the density in the whole cell is therefore limited by 16 fs, while one read at the origin is limited by 33 fs. In both cases the foot of the front takes off a little more.

For a 100 fs run read at the origin, the front covers \(z=303.85\) sites. The bare rule \(N\ge z\) gives 304 sites, but the largest amplitude error during that run is 0.13, since the front itself is reaching the origin as the run ends.

The bound of part 3 gives a sufficient size. For fixed \(\kappa\) it increases with \(z\), so meeting it at the final time covers the whole run. With \(N=326\), \(\cosh\kappa=326/303.85\) gives \(\kappa\simeq0.380\) and \(N(\kappa-\tanh\kappa)\simeq5.6\). The bound is then about 0.007, below the permitted 0.01. The largest error found on the times sampled in the run is 0.0003. So 326 sites suffice, though fewer may do. This size holds for the amplitude at the origin in this one-band model; distant sites need a larger ring.

## Variation 1: a magnetic flux through the ring

*Let each hop from \(j\) to \(j+1\) carry a phase \(e^{i\phi/N}\), and each reverse hop the opposite phase. What happens to the return?*

The coefficient of \(H|k\rangle\) on site \(j\) now contains \(e^{i\phi/N}e^{-ik}+e^{-i\phi/N}e^{ik}\), so \(E=-2\gamma\cos(k-\phi/N)\). Repeating part 2 at \(d=0\),

\[
\psi_0=\sum_n c_n e^{-in\phi/N}\,\frac1N\sum_k e^{ink}=\sum_m c_{mN}e^{-im\phi},
\]

and for \(N=100\)

\[
\psi_0=J_0(z)+2\cos\phi\,J_{100}(z)+2\cos2\phi\,J_{200}(z)+\dots
\]

The direct term does not feel the flux, because it encloses none. At \(\phi=\pi/2\) the two directions of travel cancel and the first return disappears from site 0. Diagonalizing the ring at this flux gives an origin amplitude that differs from the infinite chain by no more than about \(10^{-14}\), the level of rounding, in a run that includes the former peak at 34.15 fs. This identifies travel round the ring as the cause of the return. The cancellation holds on site 0 only. On site 1 the wrapped terms \(-iJ_{99}\) and \(+iJ_{101}\), which partly cancel without flux, have their relative sign reversed at \(\phi=\pi/2\) and add to a modulus \(J_{99}+J_{101}=(200/z)J_{100}\). The largest error there up to 45 fs rises from 0.11 to 0.28. Even on site 0 the cure is limited to odd numbers of turns, for which \(\cos m\phi=0\) at \(\phi=\pi/2\). The second turn has \(\cos2\phi=-1\) and is back at full strength.

## Variation 2: an ion moving through the cell

*Let the site spacing be 0.25 nm. An arsenic ion of 100 keV leaves site 0 together with the electron and moves along the ring at constant speed. When does it meet a front that has come round the cell?*

The ring is 25.0 nm long, and the front moves at \(3.0385\times0.25=0.760\) nm/fs. With a mass of 74.92 u, the ion has the speed

\[
v_{\text{ion}}=\sqrt{2E_{\text{ion}}/M}=0.5075\ \text{nm/fs}.
\]

The front launched backwards re-enters ahead of the ion and approaches it head-on. The two together cover the length of the ring:

\[
t=\frac{L}{v_{\text{front}}+v_{\text{ion}}}=\frac{25.0\ \text{nm}}{(0.7596+0.5075)\ \text{nm/fs}}=19.7\ \text{fs}.
\]

By then the ion has travelled 10.0 nm. The ring dynamics agree. The difference between ring and infinite chain, read at the site nearest the ion, reaches at about 19.7 fs the fraction of its maximum that the Airy law assigns to \(x=0\). Rounding the ion's position to a site moves it by at most half a site. Since the ion and the front approach each other at about 5.07 sites/fs, this can shift the time by up to about 0.1 fs. The usable time for a quantity read at the ion is thus well below 33 fs. The ion serves here as a moving point of observation; its force on the electron is left out, so this is not a calculation of stopping power.

**The model beside a real implant.** An energy of 100 keV is a rough typical value for arsenic implantation, and 0.25 nm is a rough distance between neighbouring atoms in a solid. The 1 eV hopping is a round value, which makes the band 4 eV wide. Real hosts are three-dimensional and have several bands, and they are not rings: the return belongs to the periodic cell. The sizes of some neglected effects, each taken alone, are as follows.

- A second-neighbour hopping of 0.1 eV, of either sign, raises the greatest speed and brings the front back at 30.8 fs, about 6% earlier. The sign does not matter because \(k\to\pi-k\) leaves \(\sin k\) unchanged and reverses \(\sin2k\).
- Random site energies of full width 1 eV, a rough stand-in for implantation damage, reduce the peak of the returning probability, averaged over 40 samples, to about 0.13 of its clean value, with a scatter of about 0.01 between different sets of 40 samples. The returning part is taken here as half the difference between the origin amplitudes at \(\phi=0\) and \(\phi=\pi\). The peak time hardly moves.
- A rough coherence lifetime of 10 fs would leave \(e^{-3.29}=0.037\) of the coherent probability at \(T\). This counts only the part that was never disturbed on the way, so the total returning probability need not fall by the same factor.
- Slowing of the ion by a rough 1 keV/nm delays its meeting with the front from 19.7 to 19.9 fs.

Disorder and loss of coherence are the largest of these, and they act on the strength of the return. A simulation of independent electrons in a perfect, motionless lattice contains neither, so it cannot rely on them to remove the returning wave. Interaction between electrons and spreading in three dimensions are not sized here. The computed values are collected in the numerical output below.

## Table of computed values

```
Sites on the ring: 100
Hopping: 1.0 eV
hbar: 0.65821 eV fs
Front speed: 3.0385 sites/fs
Return time of the front T: 32.91 fs
Meeting of the two fronts at the opposite site, T/2: 16.46 fs
Ring/chain probability ratio there: 4.0000
Airy peak position x: 1.0188
Airy function at its peak: 0.5357
Wrapped-amplitude peak time, Airy law: 34.15 fs
Wrapped-amplitude peak time, ring: 34.15 fs
Wrapped-amplitude peak height, Airy law: 0.2908
Wrapped-amplitude peak height, ring: 0.2886
Wrapped amplitude at T / peak height: 0.668
Direct amplitude at the wrapped peak: -0.0602
Origin probability at the wrapped peak, ring: 0.0522
Origin probability at the wrapped peak, chain: 0.0036
Largest origin probability between 30 and 38 fs: 0.1064
Time of that largest probability: 33.47 fs
At 20 fs: amplitude error 3.47e-14, bound 5.95e-13
At 25 fs: amplitude error 3.47e-07, bound 7.05e-06
At 30 fs: amplitude error 9.17e-03, bound 1.51e-01
Amplitude error first exceeds 0.01: 30.07 fs
Largest change from infinite chain at flux pi/2: 9.9e-15
Longer run: 100 fs
Bare front rule, cell: 304 sites, largest error 0.1304
Cell from the bound: 326 sites, largest error 0.0003
Site spacing: 0.25 nm
Ring length: 25.0 nm
Front speed: 0.7596 nm/fs
Arsenic ion energy: 100 keV
Arsenic mass: 74.92 u
Ion speed: 0.5075 nm/fs
Ion meets the wrapped front, formula: 19.73 fs
Ion meets the wrapped front, ring dynamics: 19.74 fs
Ion path up to the meeting: 10.01 nm
Second-neighbour hopping: 0.1 eV
Return time with second-neighbour hopping: 30.80 fs
Peak shift with second-neighbour hopping, ring: -2.07 fs
Disorder full width: 1.0 eV, samples: 40
Wrapped peak probability, disordered/clean: 0.128
Time of the disordered peak: 34.16 fs
Coherence lifetime (rough): 10 fs
Coherent probability left at T: 0.0372
Ion stopping (rough): 1.0 keV/nm
Meeting time with ion slowing: 19.93 fs
```
